Plane-Wave Beams and Reflection Matrices from a Layer of Spherical Scatterers

**1. A large amplitude that carries no current away from the layer**

In the model below, a plane wave of unit amplitude falls from above on a square lattice of scatterers. The reflected wave in beam g = (0,−1), with g in units of 2π/a for lattice constant a, has amplitude −4.564 + 2.779i, modulus 5.34, yet the reflected and transmitted currents of the two open beams, (0,0) and (−1,0), already add up to the incident current. Beam (0,−1) is evanescent: above the layer it decays as exp(−z/0.1177 nm), and its current flows along the plane, not normal to it. The amplitude is quoted at z = 0; at the tops of the spheres, z = 0.14 nm, it is 5.344 × 0.3043 = 1.63. Such amplitudes follow from rewriting the spherical waves of the layer as plane waves.

**2. Setting and conventions**

Identical real potentials V(r), zero for r > s, sit without overlap at the sites R of a two-dimensional Bravais lattice in the plane z = 0. The cell area is A and g is a reciprocal lattice vector. An electron of energy E > 0 obeys (∇² + κ²)ψ = 0 outside the spheres, with E = ħ²κ²/2m. The time factor is exp(−iEt/ħ), so h_l = j_l + i y_l is outgoing. The field has in-plane Bloch vector k. Define

K_gσ = (k+g, σp_g), σ = ±1,
p_g = [κ² − |k+g|²]^(1/2).

Here p_g is positive for an open beam and i|p_g| for an evanescent one. The program prints it as Kz.

With L = (l,m), Y_L are real orthonormal spherical harmonics, and r^l Y_L(r̂) = P_L(r) is a homogeneous harmonic polynomial. For beams, Y_L(K) means P_L(K/κ), without complex conjugation. Since K·K = κ² for both kinds of beam, an equivalent form for coding (m ≥ 0) is

Y_l,±m(K) = N_lm P_l^(m)(K_z/κ) × {√2 Re, √2 Im} [(K_x + iK_y)/κ]^m,
N_lm = [(2l+1)(l−m)! / (4π(l+m)!)]^(1/2),

where P_l^(m) is the m-th derivative of the Legendre polynomial. For m = 0 the bracket {…} is replaced by 1.

**3. From spherical waves to beams**

Take l = 0 first, where h_0(x) = e^(ix)/(ix). The sum

F(r) = Σ_R e^(ik·R) e^(iκ|r−R|)/|r−R|

satisfies (∇² + κ²)F = −4π Σ_R e^(ik·R) δ(r−R). With r = (ρ,z), Poisson summation gives

Σ_R e^(ik·R) δ(ρ−R) = (1/A) Σ_g e^(i(k+g)·ρ).

Writing F = Σ_g c_g(z) e^(i(k+g)·ρ) leaves

c_g″ + p_g² c_g = −(4π/A) δ(z).

The outgoing or decaying solution is c_g = c_0 e^(ip_g|z|). Its slope jumps by 2ip_g c_0 = −4π/A, so c_0 = 2πi/(Ap_g). Division by iκ gives

Σ_R e^(ik·R) h_0(κ|r−R|) = Σ_g [2π/(Aκp_g)] e^(iK_gσ·r), σ = sign z.   (1)

For real κ the left side means the limit from Im κ > 0. The result fails at a threshold, p_g = 0.

To reach higher l, take a complex vector n with n·n = 0. For any radial function F(r),

(n·∇)[(n·r)^j F] = j(n·n)(n·r)^(j−1) F + (n·r)^(j+1) F′/r,

and the first term vanishes. Repetition gives

(n·∇)^l f(r) = (n·r)^l (r⁻¹ d/dr)^l f(r).

The powers (n·r)^l span the harmonic polynomials of degree l. To see this, choose n = (i cos φ, i sin φ, 1). The Fourier components in φ of (n·r)^l are nonzero harmonic polynomials with the 2l+1 different azimuthal dependences m = −l…l, and the space has dimension 2l+1. By linearity,

P_L(∇) f(r) = P_L(r) (r⁻¹ d/dr)^l f(r).

Let f = h_0(κr) and x = κr, so r⁻¹d/dr = κ² x⁻¹d/dx. Rayleigh's formula h_l(x) = (−x)^l (x⁻¹d/dx)^l h_0(x) then gives

P_L(∇) h_0(κr) = r^l Y_L κ^(2l) (−1)^l h_l/(κr)^l = (−κ)^l h_l(κr) Y_L(r̂).

Multiplying by (−i/κ)^l turns the right side into i^l h_l Y_L. Hence

h_l(κr) Y_L(r̂) = i^(−l) P_L(−i∇/κ) h_0(κr).

Apply this operator to (1) for z ≠ 0. On each beam −i∇ becomes K_gσ, so

Σ_R e^(ik·R) h_l(κ|r−R|) Y_L(r−R) = Σ_g [2π/(Aκp_g)] i^(−l) Y_L(K_gσ) e^(iK_gσ·r).   (2)

For L = (1,0), Y_L(K) = √(3/4π) K_z/κ, and p_g cancels. With A = 0.09 nm² and κ = 18.472 nm⁻¹, every beam at z > 0 enters as −0.1000i e^(iK·r). At r = (0.07, 0.04, 0.10) nm the phases of the two open beams are 2.131 and −0.360 rad. Their contributions are 0.0847 + 0.0531i and −0.0353 − 0.0935i, with sum 0.0494 − 0.0404i. The complete lattice sum is 0.0593 − 0.0802i; the evanescent beams supply the difference.

**4. Scattering by one site**

The incident field is Σ_gσ a_gσ e^(iK_gσ·r), with all phases referred to z = 0. Near the origin use

e^(iK·r) = 4π Σ_L i^l j_l(κr) Y_L(r̂) Y_L(K).   (3)

This also holds for evanescent K. Both sides are analytic on the surface K·K = κ² and agree for real K, and the rapid decrease of j_l with l makes the series converge. The incident coefficients of j_l Y_L are therefore

A⁰_L = 4π i^l Σ_gσ Y_L(K_gσ) a_gσ.   (4)

Outside its potential, a site turns j_l into j_l + t_l h_l. The radial solution is proportional to cos δ_l j_l − sin δ_l y_l. Multiplied by e^(iδ_l), it has j_l coefficient 1 + t_l and y_l coefficient i t_l if

t_l = i e^(iδ_l) sin δ_l.

If β is the logarithmic derivative of the radial function at r = s, matching gives

tan δ_l = [κj_l′(κs) − βj_l(κs)] / [κy_l′(κs) − βy_l(κs)].

**5. Waves arriving from the other sites**

Multiply (3) by Y_L(K) and integrate over real directions:

j_l(κr) Y_L(r̂) = (i^(−l)/4π) ∫dK̂ Y_L(K) e^(iK·r).   (5)

Apply this to j_l′Y_L′ at r+b and expand both e^(iK·r) and e^(iK·b) by (3). With C_LL′L″ = ∫Y_L Y_L′ Y_L″ dΩ,

j_l′Y_L′(r+b) = Σ_L j_l(κr)Y_L(r̂) 4π Σ_L″ i^(l+l″−l′) C_LL′L″ j_l″(κb) Y_L″(b̂).

For r < b the same coefficients hold with j_l′ and j_l″ replaced by h_l′ and h_l″. Indeed, expand the left side in a Taylor series in r. Each gradient turns a wave of order l into waves of orders l±1, with coefficients common to j and h because both obey the same recurrences. The two sides thus agree near r = 0, and both solve the free equation for r < b, so they agree there.

Setting b = −R and summing over the other sites gives the structure constants

G_LL′ = 4π Σ_L″ i^(l+l″−l′) C_LL′L″ D_L″,
D_L = Σ_{R≠0} e^(ik·R) h_l(κR) Y_L(−R̂).   (6)

The sum D_L converges poorly for real κ. The program multiplies its terms by ½ erfc[(R−5W)/W]. If Δ is the smallest distance of κ from any |k+g|, the error is estimated to fall as exp[−(ΔW)²/4], because the removed part has a smooth edge of width W and oscillates at wavenumbers of at least Δ. Here Δ = 18.472 − 16.788 = 1.684 nm⁻¹ and W = 10/Δ = 5.94 nm. The method becomes expensive near a threshold.

**6. Layer matrices**

Let B_L be the outgoing amplitude at the origin; at site R it is e^(ik·R)B_L. The wave reaching the origin is A⁰ + GB, hence

B = t(A⁰ + GB),
B = TA⁰, T = (1 − tG)⁻¹ t.   (7)

The inverse fails if 1 − tG is singular, which means that the layer supports a wave without any incident beam.

By (2), the scattered amplitude in beam (g,σ) is [2π/(Aκp_g)] Σ_L i^(−l) Y_L(K_gσ) B_L. Inserting (7) and (4), with 2π × 4π = 8π², gives

M(gσ; g′σ′) = [8π²/(Aκp_g)] Σ_LL′ i^(−l) Y_L(K_gσ) T_LL′ i^(l′) Y_L′(K_g′σ′).   (8)

Write M_σσ′ for the matrix in g,g′. With a₊ and a₋ the upward and downward incident amplitudes, the outgoing ones are

above: (1 + M₊₊)a₊ + M₊₋a₋,
below: (1 + M₋₋)a₋ + M₋₊a₊.

Thus 1 + M₊₊ and 1 + M₋₋ are transmission matrices, and M₊₋ and M₋₊ are reflection matrices for incidence from above and below. The unit matrix is the unscattered wave. These amplitudes describe the field for |z| > s; closer to the plane a point may lie inside a sphere.

A weak potential checks the sign and the factor. Keep l = 0, neglect G and put t_0 ≈ iδ_0. Since Y_00² = 1/4π, M = 2πiδ_0/(Aκp_g). For long waves, δ_0 ≈ −κU_0/4π with U_0 = (2m/ħ²)∫V d³r, so M = U_0/(2ip_gA). Direct first-order solution of φ″ + p_g²φ = Uφ, with U averaged over the cell, gives the same amplitude. Both roads need |U_0|/(p_gA) ≪ 1; for fixed U_0 this fails as p_g → 0, where G can no longer be neglected.

**7. Current conservation**

The current per area in an outgoing open beam of amplitude b is (ħp_g/m)|b|². Cross terms between different g vanish on averaging over the cell. A single decaying wave carries no normal current, because φ*φ′ is real. With φ = ae^(qz) + be^(−qz), however, Im(φ*φ′) = −2q Im(a*b). Evanescent beams can therefore carry current between two layers and must be kept when layers are stacked closely.

To prove conservation, consider regular waves from all sites. Near the origin,

Σ_R e^(ik·R) j_l′Y_L′(r−R) = Σ_L j_l(κr)Y_L(r̂) J_LL′,

where J is the unit matrix plus (6) with h replaced by j. Next,

(G†)_LL′ = 4π Σ_L″ (−i)^(l′+l″−l) C_LL′L″ Σ_{R≠0} e^(−ik·R) h_l″* Y_L″(−R̂).

Replace R by −R. The harmonic gives (−1)^l″, and (−1)^l″(−i)^l″ = i^l″, while (−i)^(l′−l) = i^(l−l′). So G† is (6) with h replaced by h*. As h + h* = 2j,

J = 1 + ½(G + G†).

Now evaluate the same sum from (5), using

Σ_R e^(i(k−K∥)·R) = (4π²/A) Σ_g δ(K∥−k−g),
dK̂ = d²K∥/(κ|K_z|) on each hemisphere.

Real directions have |K∥| < κ, so only open beams contribute. Expanding e^(iK·r) by (3) yields

J = QQ†, Q_L,gσ = [4π²/(Aκp_g)]^(1/2) i^l Y_L(K_gσ), g open.   (9)

Omit any channel with t_l = 0, which has B_L = 0. Since t_l = (e^(2iδ_l) − 1)/2, t_l + t_l* = −2 sin²δ_l = −2|t_l|², and division by |t_l|² gives 1/t_l + 1/t_l* = −2. With T⁻¹ = t⁻¹ − G,

T⁻¹ + (T⁻¹)† = −2 − G − G† = −2QQ†.

Multiplication by T† on the left and T on the right gives T + T† = −2T†QQ†T. By (8), the open-beam matrix with amplitudes scaled by √p_g is S = 1 + 2Q†TQ. Therefore

S†S = 1 + 2Q†(T+T†)Q + 4Q†T†QQ†TQ = 1.

Equation (9) holds element by element, so S is unitary for every cutoff l ≤ lmax. Current conservation consequently says nothing about convergence in l. In the example the total reflected fraction is 0.7167 for lmax = 2 and 0.66662 for lmax = 8.

**8. Worked example**

The model is a square lattice with a = 0.30 nm and V(r) = −V₀(1 − r²/s²)² inside s = 0.14 nm, V₀ = 30 eV. The energy is 13 eV and k = (4.189, 1.047) nm⁻¹, an incidence angle of 13.5°. The first phase shifts are 1.231, 0.743, 0.0732 and 0.0048 rad. Two beams are open, with p = 17.960 nm⁻¹ for (0,0) and 7.706 nm⁻¹ for (−1,0).

For incidence from above in (0,0), the amplitudes are:

(0,0): reflected 0.0165 − 0.6431i, transmitted 0.5525 + 0.0311i
(−1,0): reflected 0.3114 − 0.7015i, transmitted −0.2144 − 0.1313i

The current fraction is (p_g/p_0)|b|². For (0,0) it is 0.4139 reflected and 0.3063 transmitted. For (−1,0) the ratio p_g/p_0 is 7.7056/17.9601 = 0.4290, so the reflected fraction is 0.4290 × 0.5891 = 0.2527 and the transmitted one 0.4290 × 0.0632 = 0.0271. The four fractions sum to 1.0000. With G = 0 the sum is 0.708: scattering between sites is needed for the current balance.

The numerical check solves the same potential by a plane-wave expansion in the plane and polynomials in z, without spherical waves. With 177 plane waves and lmax = 8, the reflection and transmission elements for incidence from above differ by at most 1.7×10⁻⁶ between open beams. Over the five lowest beams the largest difference is 5.7×10⁻⁵, where the largest element has modulus 23.9. Lowering lmax to 6 raises the latter difference to 4.4×10⁻⁴, although the reflected fraction changes by only about 2×10⁻⁶. Much of this size comes from the reference plane: an element between evanescent beams g and g′ is larger at z = 0 than at |z| = s by exp[(|p_g| + |p_g′|)s], which is 119 for g = g′ = (1,0). The reflected fraction does not measure the error of evanescent elements, so their convergence should be checked separately, at the plane where they are used. The open-beam difference is instead smaller at lmax = 6, 6×10⁻⁷. At lmax = 8 this difference falls from 4.0×10⁻⁵ to 6.7×10⁻⁶ to 1.7×10⁻⁶ for 69, 113 and 177 plane waves, so the check itself is still converging at this level, and the smaller value does not show that lmax = 6 is more accurate.

Computed results

```
a = 0.30 nm, A = 0.0900 nm^2, s = 0.14 nm
V0 = 30.0 eV, E = 13.0 eV
hbar^2/2m = 0.0380998 eV nm^2, kappa = 18.47184 nm^-1
2pi/a = 20.94395 nm^-1, k = 4.18879, 1.04720 nm^-1
angle of incidence from normal = 13.518 deg
open beams: 2
g=(0,0): |k+g| = 4.3177, Kz = 17.9601+0.0000i nm^-1
g=(-1,0): |k+g| = 16.7879, Kz = 7.7056+0.0000i nm^-1
g=(0,-1): |k+g| = 20.3329, Kz = 0.0000+8.4981i nm^-1, decay length 0.11767 nm
g=(0,1): |k+g| = 22.3865, Kz = 0.0000+12.6470i nm^-1, decay length 0.07907 nm
g=(1,0): |k+g| = 25.1545, Kz = 0.0000+17.0746i nm^-1, decay length 0.05857 nm
l=1, m=0 lattice wave at (0.07, 0.04, 0.10) nm, dimensionless:
  sum over 123033 sites: +0.059337 -0.080205i
  sum over 1257 beams: +0.059337 -0.080205i
  open beams only: +0.049428 -0.040418i
largest conversion error, l<=3, both sides: 4.0e-13
re-expansion error: 2.7e-12
error of Hermitian-part identity for G: 1.8e-10
phase shift l=0: 1.23074e+00 rad
phase shift l=1: 7.42523e-01 rad
phase shift l=2: 7.31539e-02 rad
phase shift l=3: 4.81217e-03 rad
phase shift l=4: 2.36894e-04 rad
phase shift l=5: 8.62621e-06 rad
phase shift l=6: 2.38820e-07 rad
phase shift l=7: 5.18097e-09 rad
phase shift l=8: 9.03772e-11 rad
incidence from above in g=(0,0); amplitudes referred to z=0
g=(0,0) reflected:   +0.016499 -0.643123i
g=(0,0) transmitted: +0.552538 +0.031072i
g=(-1,0) reflected:   +0.311443 -0.701492i
g=(-1,0) transmitted: -0.214388 -0.131287i
g=(0,-1) reflected:   -4.564112 +2.778898i
g=(0,-1) transmitted: -5.013604 +3.423720i
g=(0,1) reflected:   +1.522618 -1.156535i
g=(0,1) transmitted: +1.070037 -0.508635i
g=(1,0) reflected:   -0.436706 +0.169502i
g=(1,0) transmitted: -0.844753 +0.878175i
slab check g=(0,0) reflected:   +0.016498 -0.643124i
slab check g=(0,0) transmitted: +0.552536 +0.031071i
flux fraction g=(0,0): reflected 0.413879, transmitted 0.306263
flux fraction g=(-1,0): reflected 0.252743, transmitted 0.027115
total flux fraction = 1.000000000
total with G=0 = 0.708244, unitarity defect 1.5867
lmax=2: total reflected fraction 0.7167354
lmax=3: total reflected fraction 0.6687828
lmax=4: total reflected fraction 0.6667463
lmax=5: total reflected fraction 0.6666413
lmax=6: total reflected fraction 0.6666238
lmax=7: total reflected fraction 0.6666222
lmax=8: total reflected fraction 0.6666220
unitarity defect: lmax=1: 1.4e-11, lmax=3: 1.5e-11, lmax=8: 1.5e-11
largest difference from slab check (open beams; all five beams):
  69 plane waves, lmax=8: 4.0e-05; 1.4e-03
  113 plane waves, lmax=8: 6.7e-06; 2.3e-04
  177 plane waves, lmax=8: 1.7e-06; 5.7e-05
  177 plane waves, lmax=6: 6.1e-07; 4.4e-04
largest matrix element among the five beams: 23.899
```
